\section*{Out-of-plane emission of the spin-forbidden exciton in monolayer WSe2}

\section{The same excitons seen from two directions}

Take a free-standing model monolayer with the symmetry and orbitals of WSe$_2$, in thermal equilibrium at 77 K, and collect its light with a lens of numerical aperture 0.65. With the lens above the sheet, the spin-forbidden exciton gives 0.21 times the signal of the bright exciton. With the same lens looking along the sheet, it gives 1.35 times that signal. Temperature, populations and lens are unchanged; only the viewing direction differs. Each ratio scales with a dipole strength that the model gives only in order of magnitude, and both leave out the screening of a normal dipole by the sheet itself, which lowers them by a further common factor (see below). The change from one to the other is purely geometrical.

The ratio changes because the two excitons have perpendicular dipoles. The bright exciton's dipole lies in the sheet, and the spin-forbidden one's stands normal to it. Two separate facts produce the normal dipole. Mirror symmetry forbids an in-plane dipole, and spin-orbit mixing gives the permitted normal dipole a non-zero size. In a sample, light travelling along the sheet can be collected where it leaves through a cleaved edge.

\section{What the mirror permits}

Let $z$ be the normal, and let $M$ reflect $z\to-z$ through the tungsten plane. The sheet is flat, with equal surroundings above and below. A reflection acts on spin as $-i\sigma_z$, so it multiplies spin up by $-i$ and spin down by $+i$. Orbitals are even or odd under reflection. Hence
\begin{align}
M\big(|{\rm even},\uparrow\rangle+|{\rm odd},\downarrow\rangle\big)&=-i\,(\ldots),\\
M\big(|{\rm even},\downarrow\rangle+|{\rm odd},\uparrow\rangle\big)&=+i\,(\ldots).
\end{align}
In the second line, for instance, the odd part receives $(-1)(-i)=+i$. Spin-orbit coupling may therefore mix spins, provided that it also changes the orbital parity.

The reflection leaves an in-plane Bloch vector $\mathbf k$ unchanged, so each non-degenerate Bloch state has one of these eigenvalues. In the chosen valley the valence top $v$ is mainly spin up, with $\mu_v=-i$. The lower conduction state $c$ is mainly spin down, with $\mu_c=+i$. Since $M^\dagger xM=x$ and $M^\dagger zM=-z$,
\begin{align}
\langle c|x|v\rangle&=\langle c|M^\dagger xM|v\rangle=\mu_c^*\mu_v\langle c|x|v\rangle=-\langle c|x|v\rangle=0,\\
\langle c|z|v\rangle&=-\mu_c^*\mu_v\langle c|z|v\rangle=+\langle c|z|v\rangle .
\end{align}
The element of $y$ vanishes as that of $x$ does. Between bands at equal $\mathbf k$, the in-plane element is understood through the commutator of $x$ with the Hamiltonian:
\begin{equation}
(E_v-E_c)\langle c|x|v\rangle=i\langle c|\partial H/\partial k_x|v\rangle .
\end{equation}

An exciton superposes electron-hole pairs from many $\mathbf k$. Every pair of this class has zero in-plane dipole, so the sum is zero whatever the envelope. At a point 0.67 nm$^{-1}$ from the valley centre the model's in-plane strength is $6\times10^{-31}$ nm$^2$, which is zero to rounding.

The mirror says that a normal dipole may exist, not that it does. Without spin-orbit coupling $c$ is purely spin down and $v$ purely spin up; $z$ does not act on spin, and the element is zero.

\section{A solvable model of the mixing}

The model has five W $d$ orbitals and three $p$ orbitals on each Se atom, labelled by angular momentum $m$ about $z$. The Se planes lie at $\pm h$, with $h=0.167$ nm, and the lattice constant is $a=0.330$ nm. Two-centre hopping joins nearest W--Se pairs, W--W and Se--Se neighbours at distance $a$, and the vertical Se--Se pair. The on-site and hopping energies, listed in the numerical output, are rough round values, not a fit. Atomic coupling $\lambda\,\mathbf L\cdot\mathbf S$ is added, with $\lambda_W=0.24$ eV and $\lambda_{Se}=0.20$ eV. The model serves only to give the symmetry, orbital make-up and dipoles of states near the valley centres. Its dispersion is not that of WSe$_2$: its valence band curves upwards at the valley centre, and both of its band edges lie elsewhere. That the band edges sit in the valleys, as in the real monolayer, is put in by hand, as are the exciton mass and energies used below.

Put the valley at $\mathbf K=(-4\pi/3a,0)$, and the Se neighbours of a W atom at azimuths $\varphi_j=90^\circ+120^\circ j$. Their Bloch phases are $e^{2\pi ij/3}$. Hopping between $d_m$ and $p_{m'}$ carries $e^{i(m'-m)\varphi_j}$, so the sum over the three neighbours contains
\begin{equation}
\sum_{j=0}^{2}e^{2\pi i(m'-m+1)j/3},
\end{equation}
which vanishes unless $m'-m+1$ is a multiple of 3. The mirror then selects the symmetric ($S$) or antisymmetric ($A$) combination of the two Se planes:
\begin{align}
v&:\ \{d_{2},\,p_{+}^{S}\}\uparrow, &
c&:\ \{d_{0},\,p_{-}^{S}\}\downarrow, &
n&:\ \{d_{-1},\,p_{+}^{A}\}\uparrow .
\end{align}
The first two sets are orbitally even and the third is odd. For W--W and Se--Se hops, neighbours related by a $120^\circ$ rotation have equal Bloch phases, so the corresponding sum vanishes unless $m'-m$ is a multiple of 3. Together with the mirror, this makes these hoppings diagonal in the sets above.

Now write
\begin{equation}
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).
\end{equation}
In $v$ the spin can only be lowered, which requires $L_+$. But $L_+$ annihilates both $d_2$ and $p_+$, so $v$ remains unmixed at the valley centre in this orbital set. In $c$ the spin can be raised. On Se this would lower $p_-$, which is impossible. On W it gives
\begin{equation}
\langle d_{-1}\uparrow|\lambda_W\mathbf L\cdot\mathbf S|d_0\downarrow\rangle
=\frac{\lambda_W}{2}\sqrt{2\cdot3-0\cdot(-1)}=\frac{\sqrt6}{2}\lambda_W .
\end{equation}
This single element opens the transition. It reverses the spin and the orbital parity together, as the mirror requires.

Let $c_0$ be the amplitude of $d_0$ in $c$, and $s_v$ that of $p_+^S$ in $v$. The two odd states $n=1,2$ have amplitudes $d_n$ on $d_{-1}$ and $q_n$ on $p_+^A$. To first order in $\lambda_W$,
\begin{equation}
|c'\rangle=|c\rangle+\sum_{n}|n\rangle\frac{d_n^*\,(\sqrt6/2)\lambda_W\,c_0}{E_c-E_n}.
\end{equation}
Multiplication by $z$ gives $+h$ on the upper Se plane and $-h$ on the lower, so $z\,p_+^S=h\,p_+^A$ and $\langle n|z|v\rangle=h\,q_n^*s_v$. Therefore
\begin{equation}
\langle c'|z|v\rangle=\frac{\sqrt6}{2}\lambda_W\,h\,c_0^*s_v\sum_n\frac{d_nq_n^*}{E_c-E_n}.
\label{sum}
\end{equation}
The sum can be done in closed form. Let the odd set have diagonal energies $\varepsilon_d,\varepsilon_p$ and hopping $T=\langle d_{-1}|H|p_+^A\rangle$. Completeness gives $d_1q_1^*+d_2q_2^*=0$, and the spectral form of $H$ gives $E_1d_1q_1^*+E_2d_2q_2^*=T$. Hence $d_1q_1^*=T/(E_1-E_2)$, and
\begin{align}
\sum_n\frac{d_nq_n^*}{E_c-E_n}
&=\frac{T}{E_1-E_2}\left(\frac1{E_c-E_1}-\frac1{E_c-E_2}\right)\nonumber\\
&=\frac{T}{(E_c-E_1)(E_c-E_2)}
=\frac{T}{(E_c-\varepsilon_d)(E_c-\varepsilon_p)-|T|^2}.
\end{align}
The last step uses the characteristic polynomial of the two-by-two block.

The model takes $z$ as diagonal in the orbitals. Its dipole thus needs tungsten spin-orbit coupling, selenium character in the valence state ($s_v$), and hybridisation in the odd states ($T$). If $T=0$, the admixed state is a pure tungsten orbital. A $d$--$d$ element of $z$ on one atom vanishes by inversion parity, and the model gives no dipole. In a real sheet, elements of $z$ between neighbouring W and Se orbitals, omitted here, can also contribute. At leading order the emission strength grows as $\lambda_W^2$.

Full diagonalisation gives $|z_{cv}|=0.0097$ nm; the first-order formula gives 0.0103 nm, about 7\% above the full value. Removing the Se coupling changes the full result by less than 1\%. Removing the W coupling while keeping that of Se makes the dipole vanish, which was tested.

The size can also be read from weights. The mirror-odd, spin-reversed part of $c$ has weight 0.045, and $v$ has Se weight 0.138. Even if all the odd weight lay on Se, $|z_{cv}|$ could not exceed
\begin{equation}
0.167\sqrt{0.138\times0.0448}\ {\rm nm}=0.013\ {\rm nm}.
\end{equation}
The actual dipole is smaller because part of the odd weight sits on W. The bright exciton's in-plane dipole length is 0.207 nm, so the strength ratio is
\begin{equation}
\rho=(0.00965/0.2070)^2=2.2\times10^{-3}.
\end{equation}

\section{Rotation and the second valley}

Threefold rotation gives an independent check. About a W atom, $c$ has total angular momentum label $-1/2$ and $v$ has $5/2$. They differ by 3, so a rotation by $120^\circ$ gives both the same phase. The operator $z$ is unchanged by rotation and may connect them; $x\pm iy$ changes the label by $\pm1$ and may not. At the valley centre the in-plane dipole is thus forbidden twice. Away from it, only the mirror protection remains.

Time reversal supplies a second spin-forbidden exciton in the opposite valley, with equal $|z_{cv}|$. Choose the phases of the two exciton states so that their dipoles are equal. The combinations $(|K\rangle\pm|K'\rangle)/\sqrt2$ then have dipoles
\begin{equation}
\frac{z_{cv}\pm z_{cv}}{\sqrt2}=\sqrt2\,z_{cv}\quad\hbox{or}\quad0 .
\end{equation}
Electron-hole exchange separates these combinations in energy. One, often called grey, emits with strength $2|z_{cv}|^2$; the other stays dark. When $k_BT$ is much larger than their separation both are equally filled, and the mean strength is $|z_{cv}|^2$. That mean is used below.

\section{From a normal dipole to a radiation pattern}

An exciton is spread over the sheet and has in-plane momentum $\hbar\mathbf Q$. In a uniform medium its photon has the same in-plane momentum, so $Q=k\sin\theta$, where $k$ is the light wavenumber and $\theta$ the angle from the normal. For a $z$ dipole, the sum over the two photon polarisations $\mathbf e$ is
\begin{equation}
\sum_{\mathbf e}|\mathbf e\cdot\hat{\mathbf z}|^2=1-\cos^2\theta=\sin^2\theta,
\end{equation}
because the polarisations span the plane perpendicular to the ray. Energy conservation fixes $k_z$. Since $d\omega/dk_z$ is proportional to $k_z/k=\cos\theta$, the density of final states contributes $1/\cos\theta$:
\begin{equation}
\Gamma(Q)\propto\frac{\sin^2\theta}{\cos\theta}.
\label{gamma}
\end{equation}
An exciton at $Q=0$ would send its photon along the normal, where a transverse wave has no $z$ field. It cannot emit. Summing the mutual radiation of $z$ dipoles in a phased array with quarter-wavelength spacing reproduces (\ref{gamma}) within 3\% at $Q/k=0.3$ and 0.6, and gives nearly zero at $Q=0$.

Only excitons with $Q<k$ can emit. For a rough mass of 0.8 electron masses and a medium of index 2.1, the kinetic energy at $Q=k$ is 15 $\mu$eV, against $k_BT=345\ \mu$eV at 4 K. If scattering keeps the momenta thermal, these states are almost equally occupied. Using $d^2Q=k^2\cos\theta\,d\Omega$,
\begin{equation}
\Gamma(Q)\,d^2Q\propto\frac{\sin^2\theta}{\cos\theta}\cos\theta\,d\Omega=\sin^2\theta\,d\Omega .
\end{equation}
The grazing divergence of (\ref{gamma}) cancels, and the pattern is that of a single dipole along $z$. It is zero along the normal and greatest in the plane, where the transverse field points along $z$. This is the out-of-plane polarised light.

\section{What a lens collects}

Let the lens accept a cone of half-angle $\alpha$, with $c=\cos\alpha$ from here on. The normalised pattern is $3(1-n_z^2)/8\pi$ for a ray direction $\mathbf n$. With the lens above, and $\mu=\cos\theta$,
\begin{equation}
F_z^{\rm top}=\frac34\int_c^1(1-\mu^2)\,d\mu=\frac{2-3c+c^3}{4}.
\end{equation}
With the lens axis in the sheet, let $\mu$ be the cosine of the angle from that axis. The azimuthal mean of $n_z^2$ is $(1-\mu^2)/2$, so
\begin{equation}
F_z^{\rm side}=\frac38\int_c^1(1+\mu^2)\,d\mu=\frac{4-3c-c^3}{8}.
\end{equation}
Their difference is
\begin{equation}
F_z^{\rm side}-F_z^{\rm top}=\frac{3c(1-c^2)}8>0
\end{equation}
for any cone narrower than a hemisphere. For a lens axis tilted by $\beta$ from the normal, the azimuthal average gives $F_z^{\rm top}\cos^2\beta+F_z^{\rm side}\sin^2\beta$. The side position is therefore the best one in a uniform medium.

The factors $1/\cos\theta$ and $\cos\theta$ cancel for in-plane dipoles too, so the thermally averaged bright exciton radiates as the mean of two perpendicular point dipoles in the sheet. From above, both are perpendicular to the lens axis. From the side, one is perpendicular and one parallel:
\begin{align}
F_b^{\rm top}&=\frac{4-3c-c^3}{8},\\
F_b^{\rm side}&=\frac12\left(\frac{2-3c+c^3}{4}+\frac{4-3c-c^3}{8}\right)=\frac{8-9c+c^3}{16}.
\end{align}

For an air lens of aperture 0.65, $\alpha=40.5^\circ$. The $z$ dipole gives 0.040 of its light to the top lens and 0.160 to the side lens, a gain of 4.0. The bright exciton gives 0.160 and 0.100. The contrast therefore rises by
\begin{equation}
\frac{0.1602}{0.0398}\times\frac{0.1602}{0.1000}=6.45 .
\end{equation}
For a narrow lens, $F_z^{\rm top}\simeq3\alpha^4/16$ and $F_z^{\rm side}\simeq3\alpha^2/8$, so the gain is $2/\alpha^2$. It grows without limit as the aperture closes, while the collected light falls. For a full hemisphere both fractions are $1/2$ and the gain disappears. On the axis of the side lens, a polariser along $z$ passes the spin-forbidden light and blocks the bright light, whose field lies in the sheet. A wide lens admits oblique rays, for which this separation is incomplete.

\section{Why a weak dipole can compete}

The dipole strength is only $2.2\times10^{-3}$ of the bright one, but the spin-forbidden exciton lies lower. Take a rough separation $\Delta=40$ meV, emission at 1.65 eV, and equal masses and envelopes. The thermally averaged rate varies as $\omega^3$ times the dipole strength: the rate at fixed $Q$ contributes one power of $\omega$, and the area of the light cone contributes two. At 77 K the population ratio is $e^{\Delta/k_BT}=415$, and the total emission ratio is
\begin{equation}
2.18\times10^{-3}\left(\frac{1.65}{1.69}\right)^3\times415=0.84 .
\end{equation}
The lens fractions turn this into the opening numbers:
\begin{equation}
0.84\,\frac{0.0398}{0.1602}=0.21,\qquad
0.84\,\frac{0.1602}{0.1000}=1.35 .
\end{equation}
In this model the total emissions are equal at 75 K. These numbers treat both dipoles as radiating in vacuum. The $z$ dipole, however, lies inside a polarisable sheet. Continuity of $D_z$ divides the normal field there by the sheet's out-of-plane dielectric constant $\varepsilon_z$, while the in-plane field is hardly changed, so a free-standing sheet emits about $1/\varepsilon_z^2$ of the $z$-dipole power found above, with the same angular pattern. For $\varepsilon_z$ between 4 and 8 the ratios 0.84, 0.21 and 1.35 fall by a factor of 16 to 64, and the emissions become equal near 50 K instead. The exponential makes the signal ratios sensitive to $\Delta$: at 77 K, 5 meV more would roughly double them. The geometrical factor 6.45 does not depend on $\Delta$ or $\rho$, nor on temperature as long as $k_BT$ is far above the kinetic energy at $Q=k$.

\section{A film changes the fractions}

A monolayer enclosed in a thin film of boron nitride does not have uniform surroundings. Consider a suspended film of thickness $d=100$ nm and index $n=2.1$, with the dipole at its centre. Let $k_0$ be the vacuum wavenumber, $k_1=nk_0$, $q=\sqrt{k_1^2-Q^2}$ and $\kappa=\sqrt{k_0^2-Q^2}$. The magnetic field of a wave polarised in the plane of incidence is reflected inside the film with coefficient
\begin{equation}
r=\frac{q/n^2-\kappa}{q/n^2+\kappa}.
\end{equation}
Both surfaces return waves to the dipole. With $X=re^{iqd}$, they multiply its own field by $1+2(X+X^2+\ldots)=(1+X)/(1-X)$. Relative to its power in vacuum, the dipole emits
\begin{equation}
\frac{P}{P_0}=\frac{3n}{2}\,{\rm Re}\int_0^{k_1}\frac{Q^3}{k_1^3q}\,\frac{1+X}{1-X}\,dQ ,
\end{equation}
with the path passing below the poles on the real axis. For $Q<k_0$ light escapes into air. For $k_0<Q<k_1$ reflection is total, $|r|=1$, and power flows only at the poles $X=1$. These are waves guided along the film.

The result is $P/P_0=0.22$, with 82\% of the power guided and only 1.5\% reaching the top lens. Guided light can leave at a cleaved edge. The bright exciton's light is mostly guided too, however, and the film does not weaken it: an in-plane dipole at the same place emits about twice its vacuum power. Relative to the bright exciton, the spin-forbidden one therefore emits about nine times less than in an unbounded medium of the film's index. This is not a comparison with the free-standing sheet, whose normal dipole is already screened by the sheet itself. At the edge, a polariser along $z$ or the difference in photon energy singles out the spin-forbidden light. The opening signal ratios and the factors 4.0 and 6.45 do not carry over to the film. The edge signal also depends on facet reflection and on sideways spreading, neither of which is calculated here.

\section{The real monolayer, and when the rule fails}

The 40 meV separation, the 1.65 eV emission and the film index are rough assumed values for WSe$_2$ in boron nitride. The emission energy of a given sample may differ by some hundredths of an eV, which hardly changes the emission ratio at fixed separation. The model's conduction splitting is 21 meV. It is a single-particle quantity and omits the exchange and binding differences that enter the exciton separation, so it was not used for the populations. The ratio $\rho$ comes from rough hopping energies that do not reproduce the bands of WSe$_2$, so it is at best an order-of-magnitude estimate; the signal ratios scale with it. Real boron nitride is birefringent, and a high-index substrate draws light out of the guided wave. Thermal equilibrium is the assumption most easily broken, especially near 4 K, where excitons may recombine before they equilibrate. The 77 K ratios should not be extrapolated there.

The selection rule itself can fail when the mirror is broken. An in-plane magnetic field mixes the two conduction spins and lends the lower exciton some of the bright in-plane dipole. At 10 T, with the spin Zeeman term alone, the in-plane strength in the model is 0.32 of the $z$ strength; the orbital coupling to the field lowers this to about 0.2. The borrowed amplitude varies inversely with the splitting, so a separation of 40 meV instead of 21 meV would reduce this by a factor of about 4.

A perpendicular electric field also breaks the mirror but keeps the threefold rotation. The in-plane dipole of an electron-hole pair therefore stays zero at the valley centre and appears around it. At 0.67 nm$^{-1}$ from the centre, an unscreened field of 1 MV/cm gives an in-plane strength between 0.08 and 0.09 of the $z$ strength in the model, depending on direction. Light along the normal, however, comes only from excitons with $Q=0$. If the envelope is unchanged by the threefold rotation, pairs at three points related by that rotation contribute in-plane dipoles turned by $120^\circ$ from one another, and these add to zero. The electric field alone therefore sends no light along the normal. The in-plane magnetic field breaks the rotation as well, so light can then leave along the normal, with an intensity that grows as the square of a weak field.

\section*{Computed results}
\begin{verbatim}
lattice constant 0.330 nm, Se plane height 0.167 nm
spin-orbit strength: W 0.24 eV, Se 0.20 eV
on-site d: m=0 0.0, |m|=1 -1.2, |m|=2 -1.8 eV
on-site p: in-plane -2.4, p_z -1.4 eV
p-d hopping sigma, pi: 2.5, -0.4 eV
d-d hopping sigma, pi, delta: -0.6, 0.2, 0.1 eV
p-p hopping sigma, pi: 0.8, -0.2 eV
model gap to spin-forbidden conduction state 1.554 eV
model gap to bright conduction state 1.575 eV
model conduction splitting 20.6 meV
model valence splitting 441 meV
Se weight in valence top 0.138
mirror-odd weight, spin-forbidden c 0.0448
mirror-odd weight, valence top 2.1e-32
z dipole length, full 0.00965 nm
z dipole length, first order 0.01028 nm
z dipole length, Se coupling off 0.00962 nm
bright in-plane dipole length 0.2070 nm
strength ratio spin-forbidden/bright 2.18e-03
spin-forbidden in-plane strength, off centre 6.3e-31 nm^2
in-plane/z strength at 10 T in-plane field 3.21e-01
distance from valley centre for field test 0.67 1/nm
in-plane/z strength there at 1 MV/cm 8.70e-02
lens NA 0.65, half-angle 40.5 degrees
z dipole collected: top 0.0398, side 0.1602
z dipole side/top gain 4.03
bright collected: top 0.1602, side 0.1000
gain in spin-forbidden/bright contrast 6.45
photon energy 1.65 eV, wavelength 751 nm
assumed bright-dark separation 40 meV
population ratio dark/bright at 77 K 415
total emission ratio dark/bright at 77 K 0.84
signal ratio dark/bright at 77 K: top 0.21, side 1.35
equal total emission at 75 K
assumed exciton mass 0.8 electron masses
light-cone kinetic energy 14.7 ueV; kT at 4 K 345 ueV
film index 2.1, thickness 100 nm
film: z-dipole power relative to vacuum 0.222
film: guided fraction 0.818, top-lens fraction 0.0152
\end{verbatim}
